Dispersive photocurrents from waiting times with infinite mean

**A film twice as thick, a transit four times as long**

A 10 µm film carries a field of 0.10 MV/cm. A light flash releases a thin sheet of carriers at one contact, and in the model below the transit time is 59 ms. At double the thickness and the same field it is 237 ms, four times as long. A constant drift velocity would give a factor of two. The current also has no flat plateau: on a log-log plot its slope goes from −0.5 to −1.5. Both features follow from carriers that wait in traps for times with no finite mean.

**Setting and current**

Positive carriers of charge e, with total charge Q per area, start at x = 0 at time t = 0. They drift to a collecting contact at x = L in a uniform field E = V/L. The injected charge is too small to change E, and no carrier is lost on the way.

When the sheet moves by dx, the field does work QE dx per area. The source supplies it by sending charge dq through the voltage V, so V dq = QE dx and dq = Q dx/L. The current density is therefore

J(t) = (Q/L) d⟨x⟩/dt. (1)

A carrier that has reached the contact stays at x = L and adds nothing more.

**Waiting times**

Let trap depths ε have the density exp(−ε/kT₀)/(kT₀), and let a trap release its carrier at the rate νu, with u = exp(−ε/kT). The probability that the relative rate is below u is the probability of a depth above −kT ln u, which is u^(T/T₀). With

α = T/T₀, 0 < α < 1,

the density of u on (0,1) is αu^(α−1). Assume that each hop ends in a trap with a freshly drawn rate. Averaging the exponential decay and substituting v = uνt gives

ψ(t) = ∫₀¹ αu^(α−1) νu e^(−uνt) du
= αν(νt)^(−1−α) ∫₀^(νt) v^α e^(−v) dv.

For νt ≫ 1 the integral tends to Γ(1+α), so

ψ(t) → αΓ(1+α) ν^(−α) t^(−1−α). (2)

The mean ∫tψ dt diverges because α < 1.

A tilde marks the Laplace transform, f̃(s) = ∫₀^∞ e^(−st) f(t) dt. Each exponential has the transform νu/(s+νu), so with u = (s/ν)v

1 − ψ̃(s) = ∫₀¹ αu^(α−1) s/(s+νu) du
= α(s/ν)^α ∫₀^(ν/s) v^(α−1)/(1+v) dv.

For s ≪ ν the upper limit goes to infinity. The substitution v = y/(1−y) turns the integral into ∫₀¹ y^(α−1)(1−y)^(−α) dy = Γ(α)Γ(1−α) = π/sin πα. Hence

1 − ψ̃(s) → (sτ)^α, (ντ)^α = πα/sin πα. (3)

The piece cut off beyond v = ν/s is α(s/ν)^α ∫ v^(α−2) dv = αs/[(1−α)ν] to leading order. Relative to (3) it is of order (s/ν)^(1−α), so it fades slowly when α is near 1.

**Bias**

Take a cubic lattice of spacing l. The energy difference between neighbouring planes is eEl, and detailed balance sets the ratio of forward to backward hops to exp(eEl/kT). With f = eEl/(2kT), give the forward hop the weight e^f, the backward hop e^(−f), and each of four sideways hops the weight 1. The probabilities are

p₊ = e^f/(4+2cosh f), p₋ = e^(−f)/(4+2cosh f), r = 4/(4+2cosh f).

The mean advance per hop is lδ, with

δ = p₊ − p₋ = sinh f/(2+cosh f) ≈ f/3 for small f. (4)

The release rate itself is taken as independent of the field.

**From hops to current**

Let S_n be the probability that a carrier is still in the film after n hops. The time of hop n+1 is a sum of n+1 independent waits, so its density has the transform ψ̃^(n+1). Waits are independent of hop directions, and each hop of a surviving carrier advances it by lδ on average. Equation (1) becomes

J̃(s) = Q(lδ/L) Σ S_n ψ̃^(n+1), n = 0, 1, 2, … (5)

Let P_m be the probability that the carrier exits on hop m, and g = Σ P_m ψ̃^m. Since S_n is the sum of P_m over m > n,

Σ_n S_n ψ̃^n = Σ_m P_m (1 + ψ̃ + … + ψ̃^(m−1)) = Σ_m P_m (1−ψ̃^m)/(1−ψ̃) = (1−g)/(1−ψ̃).

Thus

J̃(s) = Q(lδ/L) ψ̃ (1−g)/(1−ψ̃). (6)

**Reaching the contact**

Let λ be the same generating function for first reaching the next plane. The first hop either gets there, goes sideways and leaves the task unchanged, or goes back and leaves two planes to climb:

λ = ψ̃(p₊ + rλ + p₋λ²). (7)

The M = L/l planes are climbed independently, so g = λ^M. Here the lattice continues behind x = 0. Excursions there have the range kT/(eE), 2.6 nm in the example, and no carrier is lost on them. A real contact may absorb carriers that step back. If it took all of them, only about a third of the carriers starting one plane in front of it would escape, and Q would have to mean the charge that does.

Put ψ̃ = 1−η and λ = 1−κ, with η and κ small. To first order (7) reads

1 − κ = 1 − η − (r+2p₋)κ.

Since 1 − r − 2p₋ = p₊ − p₋ = δ, this gives κ = η/δ. Then

g = (1−η/δ)^M → e^(−Nη), N = M/δ = L/(lδ). (8)

N is the mean number of hops needed to cross.

The second order measures diffusion. Write κ = η/δ + κ₂η². Collecting η² in (7) gives

κ₂ = −[p₋/δ² + (r+2p₋)/δ]/δ.

For small f, p₋ ≈ 1/6 and the first term dominates, so κ₂ ≈ −1/(6δ³). Then ln g = M ln(1−κ) ≈ −Nη + Mη²/(6δ³); the −κ²/2 of the logarithm is smaller by a factor of order δ. The neglected pieces of that relative order are not small one by one at the example's bias, where κ₂ is 18 percent larger than its leading form. They cancel, however: with p₋ ≈ 1/6 − δ/2, the terms in Mη²/δ² add up to −1/2 + 1 − 1/2 = 0. With w = Nη and δ ≈ f/3, the last term is w²/(6Mδ) = w²/(2Mf) = w²kT/(eEL). Therefore

1 − g = w − (w²/2)[1 + 2kT/(eEL)] + … (9)

Diffusion can be dropped when eEL ≫ kT.

**The scaling curve and the transit time**

Insert (3) and (8) into (6), with ψ̃ → 1 in the numerator and lδ/L = 1/N. Define

t_T = τN^(1/α), z = s t_T. (10)

Then Nη = N(sτ)^α = z^α, and

J̃ = Q (1−e^(−z^α))/z^α, J(t) = (Q/t_T) F(t/t_T). (11)

The function F depends on α alone. Film thickness and field enter through t_T, so they shift the log-log curve without changing its shape. Any time read from the shape, such as a crossing of tangents or the point of slope −1, is a fixed multiple of t_T. With δ ≈ eEl/(6kT),

t_T = τ[6kT L/(e l² E)]^(1/α) ∝ (L/E)^(1/α) (12)

at fixed temperature. If V is held fixed instead, E = V/L and t_T grows as L^(2/α).

**Before transit**

Let θ = t/t_T. For θ ≪ 1 the exponential in (11) can be dropped. To see this, invert along the line Re z = 1/θ. There |z| ≥ 1/θ and Re z^α ≥ |z|^α cos(πα/2), which is positive. The dropped part is at most

(e/2π) ∫ |z|^(−α) exp[−cos(πα/2)|z|^α] |dz|,

and this vanishes faster than any power of θ. The rest, z^(−α), is the transform of

F(θ) → θ^(α−1)/Γ(α), θ ≪ 1. (13)

This is the current in a film without an end. It falls because, as time passes, more of the carriers sit in deep traps.

**After transit**

For θ ≫ 1 the behaviour of F̃ near z = 0 matters:

F̃ = 1 − z^α/2 + z^(2α)/6 − …

The leading 1 is the total collected charge in units of Q. Let R_c(θ) be the fraction still to be collected, the integral of F from θ to infinity. Its transform is

(1−F̃)/z = z^(α−1)/2 − …

The only singularity of F̃ is a cut along the negative z axis. The inversion path can be bent slightly into the left half-plane, and the expansion can then be inverted term by term. Since z^(α−1) belongs to θ^(−α)/Γ(1−α),

R_c → θ^(−α)/[2Γ(1−α)],

F = −dR_c/dθ → αθ^(−1−α)/[2Γ(1−α)], θ ≫ 1. (14)

The factor 1/2 has a direct meaning. By (2), a single wait exceeds t with probability Γ(1+α)(νt)^(−α). For N waits, the chance that one of them does so is N times this, which by (3) and (10) equals θ^(−α)/Γ(1−α). The long wait is equally likely at any stage of the crossing, so on average half the film is still ahead. The late current comes from carriers delayed by one exceptional trap.

The two slopes add up to

(α−1) + (−α−1) = −2. (15)

This requires the same α in both windows. Equating (13) and (14) gives the crossing of the asymptotes:

θ_c = {Γ(1+α)/[2Γ(1−α)]}^(1/(2α)). (16)

As a limiting case, waits with a finite mean t̄ have 1−ψ̃ ≈ s t̄, which puts α = 1 in (11). Then F̃ = (1−e^(−z))/z, the transform of a rectangular pulse: constant current until θ = 1, then none, and a transit time proportional to L.

**A closed curve for α = 1/2**

Use (1−e^(−√z))/√z = ∫₀¹ e^(−y√z) dy. The function with transform e^(−y√z) is y e^(−y²/4θ)/(2√π θ^(3/2)), the one-sided stable density. Since ∫₀¹ y e^(−y²/4θ) dy = 2θ(1−e^(−1/4θ)),

F(θ) = (1−e^(−1/(4θ)))/√(πθ). (17)

With w now standing for 1/(4θ), the local slope is

d ln F/d ln θ = −1/2 − w/(e^w−1). (18)

It runs from −1/2 at large w to −3/2 at small w. Its late form is −3/2 + 1/(8θ), so the final slope is approached slowly.

**Worked example**

The inputs are L = 10 µm, l = 1 nm, E = 0.10 MV/cm, T = 300 K, T₀ = 600 K, ν = 10¹² s⁻¹ and Q = 1 nC/cm². They give:

α = 300/600 = 0.5
f = 0.0100 eV/(2 × 0.02585 eV) = 0.1934
δ = 0.06447
N = 10⁴/0.06447 = 1.551 × 10⁵
τ = (π/2)²/(10¹² s⁻¹) = 2.467 ps
t_T = 2.467 ps × (1.551 × 10⁵)² = 59.4 ms

The asymptotes cross at θ_c = 0.25, or 14.8 ms. The slope equals −1 at θ = 0.199, or 11.8 ms. A quoted transit time therefore needs its definition.

The current scale is Q/t_T = 16.8 nA/cm². At 100 ms, θ = 1.684 and (17) gives F = 0.0600, so J = 1.01 nA/cm². Numerical inversion of the lattice result (6) gives:

t (ms) | J (nA/cm²) | slope
1 | 73.2 | −0.500
10 | 17.9 | −0.935
100 | 1.01 | −1.427
1000 | 0.0341 | −1.493

A straight line fitted just after the kink would miss the asymptotic slope: the early slope and the local slope at 100 ms add up to −1.93.

**Numerical tests**

Random walks of 30,000 carriers tested (6) in a film of 20 planes with f = 0.5 and α = 0.5. At νt = 10⁴ the mean displacement was 0.510 L with a standard error of 0.002 L; the formula gives 0.512 L. All five times examined agreed within four standard errors.

The lattice current was then inverted without the scaling approximation, for the example's film and field. Slopes were taken at θ = 10⁻³ and 10⁸, and exponents from doubling L or E and following the point of slope −1:

α | early | late | sum | L exponent | E exponent
0.3 | −0.702 | −1.300 | −2.002 | 3.332 | −3.334
0.5 | −0.500 | −1.500 | −2.000 | 1.999 | −2.000
0.7 | −0.305 | −1.700 | −2.005 | 1.431 | −1.432

The expected exponents are ±1/α, that is 3.333, 2 and 1.429 in size. The excess in the early slope at α = 0.7 comes from the slowly fading remainder noted after (3). With it, 1/(1−ψ̃) becomes (sτ)^(−α){1 + α(s/ν)^(1−α)/[(1−α)(ντ)^α]}. The powers s^(−α) and s^(1−2α) belong to t^(α−1)/Γ(α) and t^(2α−2)/Γ(2α−1), so the early current is multiplied by 1 + αΓ(α)(νt)^(−(1−α))/[(1−α)(ντ)^α Γ(2α−1)]. Taking the logarithmic derivative of this factor shows that the slope shifts by −αΓ(α)(νt)^(−(1−α))/[(ντ)^α Γ(2α−1)]. At that point νt = 1.1 × 10⁵, and the shift is −0.005.

Diffusion was tested where it is visible, at eEL = 20kT. The late current exceeded (14) by 10.0 percent, against 2kT/(eEL) = 10.0 percent from (9). In the example this correction is 0.05 percent.

**Revisited traps**

The derivation draws a new release rate at every hop. In a real solid a trap keeps its depth, and a carrier may return to it. For a weakly biased walk on the cubic lattice the return probability R is slightly below that of the unbiased walk, 0.34, which serves here as an estimate.

The number m of visits to a site then has the probability (1−R)R^(m−1). One stay has the transform y = νu/(νu+s), and the total stay has

Σ (1−R)R^(m−1) y^m = (1−R)y/(1−Ry) = (1−R)νu/[(1−R)νu+s].

This is again an exponential wait, with its rate lowered to (1−R)νu. By (3) each distinct site contributes (1−R)^(−α) times as much to the small-s law, while the number of distinct sites per hop is 1−R. So τ^α is multiplied by (1−R)^(1−α), and t_T by

(1−R)^((1−α)/α) = 0.66.

The transit time drops from 59 ms to roughly 40 ms. At the bias of the example R is closer to 0.30 and the factor closer to 0.70, which leaves this rough value in place. The two slopes and the thickness exponent stay the same. The field exponent does so only in the limit of weak bias, because R falls as the bias grows; in the example it moves from −2 to about −1.94.

**Real films and the limits of the model**

The inputs are rough values in the regime of amorphous arsenic triselenide, where dispersive hole currents with α near one half are known. The spacing l and the rate ν are model choices, not measured values. By (12), at α = 0.5 and fixed ν, doubling l shortens t_T by a factor of 16, so the absolute transit time is far less secure than the exponents.

One assumption that can fail is the field-independent release rate. If an empty trap is charged, its Coulomb barrier −e²/(4πεr) − eEr, with ε now the permittivity, has its top at r² = e/(4πεE). The barrier is lowered by 2eEr = e√(eE/(πε)). With a relative permittivity of about 10 this is 0.076 eV along the field. If the same lowering held in every direction, the release rate would rise by a factor of 19, t_T would fall to about 3 ms, and its local field exponent would be −1/α − 0.076 eV/(2kT) = −3.5 instead of −2. These numbers overstate the effect, because the lowering is smaller at an angle to the field; an average over directions, with backward escapes left unchanged, gives a factor of about 5, a t_T of about 12 ms and an exponent near −3. All these estimates change only the release rate and keep δ from (4), although a lowering that favours the field direction would also change the advance per hop. The barrier top also lies 3.8 nm from the trap, beyond neighbouring traps at 1 nm, so the formula for an isolated trap is only a rough guide here. The (L/E)^(1/α) law then fails in E but survives in L at fixed field. The slopes still sum to −2, because all rates rise by the same factor.

Temperature matters as well. At 330 K with T₀ fixed, α is 0.55 and t_T is 9.0 ms. The relation α = T/T₀ belongs to the exponential trap distribution and should be checked for a given material by measuring slopes at several temperatures.

The injected charge is 1.1 percent of the charge on the electrodes, so it disturbs the field little. The mean carrier density is 0.15 percent of the density of traps deep enough to hold carriers beyond t_T, so trap filling is small on average over the film. With a rough dark conductivity of 10⁻¹² S/cm the dielectric relaxation time is about 0.9 s, fifteen times t_T. A charged film with open contacts would lose 6 to 7 percent of its field up to t_T. With the voltage held by a source, as assumed here, the change depends on the contacts: none for ohmic contacts, and below 1 percent in the bulk up to t_T for an insulating blocking layer of 1 µm or less. The table's entry at 1000 ms lies beyond the relaxation time, where a uniform field cannot be taken for granted. The dark current is a separate limit. Conductivity times field gives 100 nA/cm² at the start, more than the photocurrent from about 0.5 ms on. To see the kink, one must record the dark current without the flash and subtract it.

Finally, the power law needs traps that are deep enough. By t_T the carriers have emptied traps down to kT ln(νt_T) = 0.64 eV. The example's film follows the power law only if the distribution extends to clearly larger depths than this. Cutting it at 0.70 eV steepens the slope at 1000 ms from −1.49 to −2.9, while a cut at 0.80 eV leaves the slopes in the table within 0.01. If it ends at any finite depth, the mean wait is finite, and a long enough film shows the ordinary transit with t_T proportional to L. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
film length: 10.0 um; lattice spacing: 1.0 nm
field: 0.10 MV/cm; voltage: 100 V
temperature: 300 K; tail temperature: 600 K; alpha: 0.50
attempt rate: 1.0e+12 1/s; charge: 1.00 nC/cm2
thermal energy kT: 0.02585 eV; bias parameter f: 0.1934
mean step / spacing: 0.06447
mean hops to cross N: 1.5511e+05
waiting scale tau: 2.4674 ps
scaling transit time t_T: 59.37 ms
asymptotes cross at t/t_T: 0.2500; time: 14.84 ms
slope -1 at t/t_T: 0.1992; time: 11.82 ms
time (ms), current density (nA/cm2), local slope:
       0.1  2.3156e+02  -0.5000
       1.0  7.3224e+01  -0.5000
      10.0  1.7899e+01  -0.9348
     100.0  1.0103e+00  -1.4275
    1000.0  3.4130e-02  -1.4926
   10000.0  1.0865e-03  -1.4993
alpha, early slope, late slope, sum, length exponent, field exponent:
  0.3000  -0.7020  -1.2995  -2.0015  3.3323  -3.3338
  0.5000  -0.5000  -1.5000  -2.0000  1.9993  -2.0003
  0.7000  -0.3046  -1.7000  -2.0046  1.4305  -1.4320
  (slopes at t/t_T = 1e-3 and 1e8; exponents from doubling)
t_T at doubled length: 237.46 ms
t_T at doubled field: 14.84 ms
largest gap, lattice to closed curve: 5.20e-04
largest shift on halving inversion step: 6.5e-14
Monte Carlo: time*attempt rate, displacement/L, error, theory:
  1e+02  0.05473  0.00049  0.05501
  1e+03  0.18269  0.00112  0.18411
  1e+04  0.51017  0.00206  0.51200
  1e+05  0.81631  0.00180  0.81785
  1e+06  0.94116  0.00112  0.94119
low-voltage late excess: 0.1001; 2kT/(eV): 0.1000
example late excess from diffusion: 5.17e-04
injected charge / electrode charge: 0.0113
relative permittivity (rough): 10; dark conductivity (rough): 1e-12 S/cm
dielectric relaxation time: 885 ms
trap depth emptied by t_T: 0.641 eV
mean carrier density / deeper traps: 1.52e-03
return probability R: 0.3405; fixed-trap factor on t_T: 0.659
charged-trap barrier lowering: 0.0759 eV; release factor: 18.8
field exponent of t_T with charged traps: -3.47
field change of total hop rate: 0.63 percent
at 330 K: alpha 0.550, t_T 9.004 ms
```
